# Why total external reflection of X-rays is not perfectly lossless

## The reflectivity deficit far below the critical angle

Reflectivity is a ratio of two intensities. It is a pure number, so it can depend only on pure numbers. Let a plane X-ray wave of vacuum wavenumber $k$ fall at grazing angle $\theta$, measured from the surface, on the flat face of a thick uniform mirror. The wave brings one length, $1/k$, and a uniform half-space has no length of its own. No ratio of lengths can be formed, so $k$ enters the reflectivity $R$ only through the refractive index at the given photon energy. Write this index as

$$n=1-\delta+i\beta ,\qquad 0<\delta\ll1,\qquad 0\le\beta\ll\delta .$$

The candidates are then $\theta$, $\delta$ and $\beta$. At grazing incidence the wave equation reduces these three to two, and two symmetries of the equation fix the form in which $R$ departs from one.

Take the time factor $e^{-i\omega t}$. A wave travelling a distance $s$ in the material varies as $e^{inks}=e^{i(1-\delta)ks}e^{-\beta ks}$, so positive $\beta$ means absorption, and the intensity falls with the coefficient $\mu=2k\beta$. Let $z$ be the depth below the surface and $u$ the coordinate along it. For an electric field parallel to the surface and perpendicular to the plane of incidence, $E=\psi(z)e^{iku\cos\theta}$. The factor in $u$ is the same on both sides, because the surface is uniform along $u$. Inserting this into $\nabla^2E+k^2n^2E=0$ gives, inside the mirror,

$$\psi''+k^2\left(n^2-\cos^2\theta\right)\psi=0 .$$

The bracket is

$$n^2-\cos^2\theta=\sin^2\theta-2\delta+2i\beta+\delta^2-\beta^2-2i\delta\beta .$$

For small angles $\sin^2\theta\approx\theta^2$, with a relative error of about $\theta^2/3$. The terms $\delta^2-\beta^2$ and $2\delta\beta$ are corrections to $2\delta$ and $2\beta$, respectively, of relative order $\delta$. For angles up to about $\sqrt{2\delta}$ both errors are of order $\delta$ or smaller. For hard X-rays $\delta$ is typically of order $10^{-4}$ or smaller, so they are dropped. Very close to $\theta=\sqrt{2\delta}$, where $\theta^2$ and $2\delta$ nearly cancel, this also requires $\delta\ll\beta/\delta$, so that the dropped terms stay small compared with $2\beta$. The bracket becomes

$$n^2-\cos^2\theta\approx\theta^2-2\delta+2i\beta .$$

Without absorption this is negative when $\theta$ lies below the critical angle

$$\theta_c=\sqrt{2\delta}.$$

Now measure depth by $\zeta=k\theta_cz$ and define

$$x=\frac{\theta}{\theta_c},\qquad \eta=\frac{\beta}{\delta}.$$

Dividing the wave equation by $k^2\theta_c^2$, and using $2\beta/\theta_c^2=\beta/\delta$, we obtain

$$\frac{d^2\psi}{d\zeta^2}+\left(x^2-1+i\eta\right)\psi=0\quad(\zeta>0),\qquad
\frac{d^2\psi}{d\zeta^2}+x^2\psi=0\quad(\zeta<0).$$

Only $x$ and $\eta$ remain, so $R=R(x,\eta)$. On the vacuum side the solution is $Ae^{ix\zeta}+Be^{-ix\zeta}$, where $A$ belongs to the incident wave and $B$ to the reflected one, and $R=|B/A|^2$. Inside, the solution must decay with depth.

The first symmetry is the change $x\to-x$. The equations contain only $x^2$, so the decaying solution stays the same, but the two vacuum waves exchange names. Hence $R\to1/R$, and $\ln R$ is odd in $x$. The second symmetry is complex conjugation. If $\psi$ solves the equations for $\eta$, then $\psi^*$ solves them for $-\eta$, and it also decays. Conjugation turns $Ae^{ix\zeta}$ into $A^*e^{-ix\zeta}$, so the vacuum waves again exchange roles and $\ln R$ is odd in $\eta$. Negative $x$ and negative $\eta$ serve here as mathematical continuations. Near $x=\eta=0$ the coefficient $x^2-1+i\eta$ stays close to $-1$, so its square root, and with it $\ln R$, has a power series in $x$ and $\eta$. A series that is odd in both variables must begin with their product:

$$-\ln R=C\,\eta x\left(1+c_1x^2+c_2\eta^2+\dots\right).$$

The deficit $1-R$ is therefore proportional to $\beta\theta/(\delta\theta_c)$ at leading order. The constant $C$, which turns out to be 2, has to come from solving the equation.

Let the decaying solution be $te^{iq\zeta}$, where

$$q=a+ib,\qquad q^2=x^2-1+i\eta,\qquad b>0 .$$

With unit incident amplitude the vacuum field is $e^{ix\zeta}+re^{-ix\zeta}$. The tangential electric field is continuous at the surface. So is the tangential magnetic field, which for a non-magnetic mirror is proportional to $d\psi/d\zeta$. These two conditions at $\zeta=0$ read

$$1+r=t,\qquad x(1-r)=qt .$$

Multiplying the first by $x$ and adding the second gives $2x=(x+q)t$. Hence

$$t=\frac{2x}{x+q},\qquad r=t-1=\frac{x-q}{x+q}.$$

Consider first $\eta=0$ and $x<1$. Then $q=i\sqrt{1-x^2}$ is imaginary, the numerator and denominator of $r$ are complex conjugates, and $R=1$. With $x=\cos\varphi$ and $\sqrt{1-x^2}=\sin\varphi$,

$$r=\frac{e^{-i\varphi}}{e^{i\varphi}}=e^{-2i\varphi}.$$

The reflected wave has full strength and a shifted phase. The shift runs from $r=-1$ at vanishing angle to $r=+1$ at the critical angle. In this lossless model total reflection deserves its name, although the field does enter the mirror.

With absorption, $q$ acquires a real part. Comparing real and imaginary parts of $q^2$ gives

$$a^2-b^2=x^2-1,\qquad 2ab=\eta .$$

Since $b>0$, absorption makes $a$ positive, and a wave with positive $a$ carries energy inward. Next,

$$|x\mp q|^2=(x\mp a)^2+b^2=S\mp2xa,\qquad S=x^2+a^2+b^2 ,$$

and the deficit follows by subtraction:

$$1-R=\frac{(S+2xa)-(S-2xa)}{S+2xa}=\frac{4xa}{S+2xa}.$$

No assumption of weak absorption has been made in this formula, within the small-angle model. It needs $a$ and $a^2+b^2$. The latter is $|q|^2=|q^2|$, so

$$a^2+b^2=M=\sqrt{(1-x^2)^2+\eta^2}.$$

Suppose now that $\eta\ll1-x^2$. Then $M\approx1-x^2$, so $S\approx1$. Also $b\approx\sqrt{1-x^2}$, and $2ab=\eta$ gives

$$a\approx\frac{\eta}{2\sqrt{1-x^2}} .$$

The term $2xa$ in the denominator is small compared with one, and

$$1-R\approx\frac{2\eta x}{\sqrt{1-x^2}} .$$

Far below the critical angle, $x\ll1$, the root tends to one. In the original symbols,

$$\boxed{\,1-R\approx\frac{2\beta\theta}{\delta\,\theta_c}\,}$$

This confirms the form found by symmetry and fixes $C=2$. Weak absorption alone is not enough for the linear law, because the square root matters near the edge. A small angle alone is not enough either, because a large $\eta$ changes the slope.

The square-root form can be recovered from the lossless phase. Absorption replaces $\delta$ by $\delta-i\beta$, which is a small change $d\delta=-i\eta\delta$. From $\cos\varphi=x=\theta/\sqrt{2\delta}$ we have $dx=-x\,d\delta/(2\delta)$ and $d\varphi=-dx/\sqrt{1-x^2}$. Thus

$$d\varphi=\frac{x}{\sqrt{1-x^2}}\frac{d\delta}{2\delta}=-\frac{i\eta x}{2\sqrt{1-x^2}},\qquad d(\ln r)=-2i\,d\varphi=-\frac{\eta x}{\sqrt{1-x^2}} .$$

Since $\ln R=2\,\mathrm{Re}\ln r$, the result is $-\ln R\approx2\eta x/\sqrt{1-x^2}$. An impenetrable wall would give $r=-1$ at every angle. The phase departs from this value because the wave enters the mirror, and its sensitivity to $\delta$ measures how strongly the field samples the material. This same sensitivity sets the loss.

The logarithm is also the convenient quantity for the corrections. From $R=(S-2xa)/(S+2xa)$, with $v=2xa/S$,

$$-\ln R=\ln\frac{1+v}{1-v}=2v+\frac{2v^3}{3}+\dots$$

Expand $a$ and $S$, keeping relative corrections up to second order in $x$ and $\eta$ jointly. First, $M=1-x^2+\eta^2/2$, so $S=x^2+M=1+\eta^2/2$. Adding $a^2+b^2=M$ to $b^2-a^2=1-x^2$ and halving gives

$$b^2=1-x^2+\frac{\eta^2}{4},\qquad
a=\frac{\eta}{2b}=\frac{\eta}{2}\left(1+\frac{x^2}{2}-\frac{\eta^2}{8}\right).$$

Division by $S$ contributes another $-\eta^2/2$, so

$$v=\eta x\left(1+\frac{x^2}{2}-\frac{5\eta^2}{8}\right).$$

The cubic term $2v^3/3$ is smaller than $2v$ by the factor $v^2/3$, which is of fourth order. Therefore

$$-\ln R=2\eta x\left(1+\frac{x^2}{2}-\frac{5\eta^2}{8}+\dots\right).$$

The omitted relative terms are of fourth order, as the symmetries require. Finally, with $\ell=-\ln R$, we have $1-R=1-e^{-\ell}=\ell-\ell^2/2+\dots$. The quadratic term is $-2\eta^2x^2$, a relative change of $-\eta x$:

$$1-R=2\eta x\left(1-\eta x+\frac{x^2}{2}-\frac{5\eta^2}{8}+\dots\right).$$

The next relative terms are again of fourth order. To test this, $x$ and $\eta$ were both set to 0.1 and then both halved. The relative remainder fell by a factor of 15.88, close to the 16 expected of a fourth-order term.

At the critical angle the square-root form diverges, while the true deficit stays finite. There $q^2=i\eta$, so $a=b=\sqrt{\eta/2}$ and $S=1+\eta$, which gives

$$1-R=\frac{2\sqrt{2\eta}}{1+\eta+\sqrt{2\eta}}\qquad(x=1).$$

The deficit at the edge varies as $\sqrt{\eta}$ for small $\eta$, and not as $\eta$. A mirror that loses very little at small angles can therefore lose a large share at the edge. For $\eta=7/300\approx0.02333$ the three expressions compare as follows, in per cent.

| $x$ | small-angle Fresnel | linear | square root |
|---|---|---|---|
| 0.10 | 0.468 | 0.467 | 0.469 |
| 0.50 | 2.657 | 2.333 | 2.694 |
| 0.80 | 6.027 | 3.733 | 6.222 |
| 0.95 | 13.137 | 4.433 | 14.198 |
| 1.00 | 34.861 | 4.667 | diverges |

At half the critical angle the linear law is 12% too low, relative to the first column, and the square-root form is 1.4% too high. Most of the latter error comes from reading the exponent as the deficit. At $x=0.80$, for example, $1-e^{-0.06222}=6.03\%$, against 6.027% in the first column.

Written with $\theta_c$ eliminated, the linear law is $1-R\approx\sqrt2\,\beta\theta/\delta^{3/2}$. At fixed angle a strongly refracting material thus loses less than a weakly refracting one with the same $\beta$. For one material at different densities, $\delta$ and $\beta$ are both proportional to the number of atoms per volume. Their ratio stays fixed while $\theta_c$ grows as the square root of the density. A film much thicker than the depth reached by the field, and less dense than the bulk by a small fraction $f$, then has a deficit larger by about $f/2$, relative to that of the bulk at the same angle, as long as $x\ll1$. Nearer the edge the rise is steeper: for $\eta=7/300$ it is $0.66f$ at $x=0.5$ and $1.35f$ at $x=0.8$.

## Where the energy goes, and a silicon-like mirror at 8 keV

The symbols carried over are the grazing angle $\theta$, the index $n=1-\delta+i\beta$, the critical angle $\theta_c=\sqrt{2\delta}$, and the ratios $x=\theta/\theta_c$ and $\eta=\beta/\delta$. Depth is $z$, or $\zeta=k\theta_cz$ in scaled form. Inside the mirror $\psi=te^{iq\zeta}$ with $q=a+ib$, $2ab=\eta$ and $t=2x/(x+q)$. For $\eta\ll1$ and $x\ll1$ the deficit is $1-R\approx2\eta x$, and $-\ln R=2\eta x(1+x^2/2-5\eta^2/8+\dots)$.

Fresnel's amplitudes show that some energy fails to return. The wave equation shows where it goes. Multiply $\psi''=-(x^2-1+i\eta)\psi$ by $\psi^*$ and take the imaginary part, with primes now denoting $d/d\zeta$. Since $\psi'^*\psi'$ is real,

$$\frac{d}{d\zeta}\,\mathrm{Im}(\psi^*\psi')=\mathrm{Im}(\psi^*\psi'')=-\eta|\psi|^2 .$$

The quantity $\mathrm{Im}(\psi^*\psi')$ is proportional to the energy flux normal to the surface. On the vacuum side, with $\psi=e^{ix\zeta}+re^{-ix\zeta}$,

$$\psi^*\psi'=ix\left(1-R+r^*e^{2ix\zeta}-re^{-2ix\zeta}\right).$$

The last two terms in the bracket are a number minus its complex conjugate. Their difference is imaginary, and multiplication by $ix$ makes it real. It therefore carries no flux, and $\mathrm{Im}(\psi^*\psi')=x(1-R)$. Deep in the mirror the flux vanishes. Integration from the surface downward gives

$$1-R=\frac{\eta}{x}\int_0^\infty|\psi|^2d\zeta=\frac{\mu}{\theta}\int_0^\infty|\psi|^2dz,\qquad \mu=2k\beta .$$

The second form follows from $\eta/x=2\beta/(\theta_c\theta)$ and $d\zeta=k\theta_cdz$. The whole deficit is absorption in the field below the surface. The factor $1/\theta$ arises because a beam of given cross-section is spread over a surface area larger by $1/\sin\theta$, so the incident power per surface area is small.

Inserting $|\psi|^2=|t|^2e^{-2b\zeta}$ recovers the earlier formula:

$$1-R=\frac{\eta}{x}\,\frac{4x^2}{|x+q|^2}\,\frac{1}{2b}=\frac{4xa}{|x+q|^2},$$

where $\eta/(2b)=a$ was used. For weak absorption well below the edge the integral separates into three simple factors. The surface intensity is $|t|^2\approx4x^2$. The intensity decays over the depth

$$\Lambda=\frac{1}{2k\theta_c}$$

when $x\ll1$. The absorption coefficient is $\mu$. Together they give

$$1-R\approx\mu\,\frac{4x^2\Lambda}{\theta}=2k\beta\,\frac{4\theta^2}{\theta_c^2}\,\frac{1}{2k\theta_c\theta}=\frac{4\beta\theta}{\theta_c^3}=\frac{2\beta\theta}{\delta\theta_c},$$

because $\theta_c^2=2\delta$. The length $4x^2\Lambda/\theta$ acts as an effective path through the material.

These factors explain why the loss disappears at vanishing angle even though the penetration depth does not. The incident and reflected waves nearly cancel at the surface, since $r$ tends to $-1$, and the intensity there falls as $\theta^2$. The incident power per surface area falls as $\theta$. Their ratio leaves one power of $\theta$. The absorbed power per surface area is $1-R$ times the incident power per surface area, so at fixed beam intensity it varies as $\theta^2$ for $x\ll1$.

Now consider a beam turned through a total angle $\Phi$ by $N$ equal reflections in one plane, all in the same sense and from the same material. Each reflection turns it by $2\theta$, so $N=\Phi/(2\theta)$. The transmission is

$$T=R^N=\exp\left[-\frac{\eta\Phi}{\theta_c}\left(1+\frac{x^2}{2}-\frac{5\eta^2}{8}+\dots\right)\right].$$

At leading order the angle per reflection has dropped out. Shallower reflections each lose less, but more of them are needed. This holds for ideal surfaces that intercept the whole beam.

For a numerical case take a photon energy of 8.0 keV, for which $k=40.54\ \mathrm{nm^{-1}}$ and the wavelength is 0.155 nm. Let $\delta=7.5\times10^{-6}$ and $\beta=1.75\times10^{-7}$, which are rough typical values for silicon at this energy. Let the grazing angle be 1 mrad. Then

$$\theta_c=\sqrt{1.5\times10^{-5}}=3.873\ \mathrm{mrad},\qquad x=\frac{1}{3.873}=0.2582,\qquad \eta=\frac{0.175}{7.5}=0.02333 .$$

The linear law gives

$$1-R\approx2\times0.02333\times0.2582=0.01205,$$

or 1.20%. The relative corrections are $-\eta x=-0.60\%$, $x^2/2=+3.33\%$ and $-5\eta^2/8=-0.03\%$, which together amount to $+2.70\%$. They raise the deficit to 1.237%.

This value was tested by integrating the wave equation numerically, without Fresnel's formula. The integration started from zero field at a depth of $14/(k\theta_c)$, about 89 nm, and ended at the surface. The ratio of the vacuum amplitudes gave a deficit of 1.239%, and the absorption integral gave the same figure. The corrected series lies 0.13% below it, relative to the numerical value. The largest omitted term is $3x^4/8=0.17\%$, from the expansion of $1/\sqrt{1-x^2}$, and smaller terms reduce it. With $\beta$ set to zero and everything else unchanged, the deficit was below $10^{-8}$, which confirms absorption as the cause of the loss in this model.

The three factors give a sense of scale. The depth is $\Lambda=3.18$ nm, the absorption length is $1/\mu=70.5\ \mathrm{\mu m}$, and $4x^2=0.267$. The effective path is

$$\frac{4x^2\Lambda}{\theta}=\frac{0.2667\times3.184\ \mathrm{nm}}{10^{-3}}=849\ \mathrm{nm}.$$

Dividing by 70.47 µm returns 1.20%. The field reaches only a few nanometres down, yet at this grazing angle the loss equals that of a path of nearly a micrometre at full intensity.

For a total turn of 20 mrad, $\eta\Phi/\theta_c=0.02333\times20/3.873=0.1205$, and the leading law gives $T=e^{-0.1205}=0.8865$. Twenty reflections at 0.5 mrad, each computed from the wave equation, give 0.8856, and ten at 1.0 mrad give 0.8828. The small differences follow the term $x^2/2$, which raises the exponent by 0.8% and 3.3% respectively.

How well do these parameters represent silicon? The size of $\delta$ can be checked with free electrons. An electron driven by a field $E$ obeys $m\ddot s=-eE$, so its displacement is $s=eE/(m\omega^2)$. With $n_e$ electrons per volume the polarization is $P=-n_ees$, and

$$n^2-1=\frac{P}{\varepsilon_0E}=-\frac{n_ee^2}{\varepsilon_0m\omega^2},\qquad \delta\approx\frac{n_ee^2}{2\varepsilon_0m\omega^2}.$$

For 14 electrons per atom and a density of about 2.33 g/cm³ this gives $7.53\times10^{-6}$, close to the value adopted. The estimate ignores the binding of the electrons and says nothing about $\beta$. A real mirror also departs from the assumed bare, uniform surface. Silicon kept in air carries a thin native oxide. For a 2 nm oxide with the rough constants $\delta=7.1\times10^{-6}$ and $\beta=9.0\times10^{-8}$, the deficit falls from 1.239% to 0.994%, a relative change of $-19.8\%$.

A field-weighted average shows why such a thin film matters. At this angle the intensity depth is $\Lambda/\sqrt{1-x^2}=3.30$ nm, so the outer 2 nm contain the fraction $1-e^{-2/3.30}=0.45$ of the integrated intensity. The oxide has about half the $\beta$ of the mirror. If the field kept its shape, the deficit would change by $-0.45\times(1-0.514)$, or about $-22\%$. This estimate leaves out the film's smaller $\delta$, which lets the field penetrate more easily and so offsets part of the reduction.

That second effect is stronger for a carbon film of low density; the constants below correspond to about 1.2 g/cm³. For 1 nm of carbon with the rough constants $\delta=4.0\times10^{-6}$ and $\beta=6.0\times10^{-9}$, placed directly on the bare mirror, the same estimate predicts $-25\%$. The wave equation gives a deficit of 1.062%, a change of only $-14.3\%$. The film hardly absorbs, but its smaller $\delta$ changes the field. The fall of intensity across the film is almost unaffected, 0.746 against 0.738 for a film with the $\delta$ of silicon, because in so thin a layer the slope of the field is set by the silicon below. What changes is the intensity at the outer surface, which rises from 0.265 to 0.301, since the incident and reflected waves cancel less completely there. The silicon therefore sees a stronger field than it would under an equal thickness with its own $\delta$. For carbon at the density of graphite, 2.2 g/cm³, with $\delta\approx7.1\times10^{-6}$ and $\beta$ scaled in proportion, the change is $-23\%$, close to the estimate. Both films lower the loss here because their $\beta$ is small. A strongly absorbing contaminant could raise it.

Roughness has two simple limiting cases. If the transition from vacuum to mirror is smooth on average, with an rms width of 0.3 nm and no variation along the surface, the deficit rises by only 0.21% of its value. Height variations over lateral distances much longer than $1/(k\theta^2)$, which is about 25 µm here, scatter light instead. A local height $h$ changes the phase of the reflected wave by $2k\theta h$. For a Gaussian distribution of heights with rms $\sigma$, the mean phase factor is $e^{-2k^2\theta^2\sigma^2}$, and the specular intensity is multiplied by its square. The specular loss is then approximately

$$(2k\theta\sigma)^2=(2\times40.54\times10^{-3}\times0.3)^2=5.9\times10^{-4},$$

or 0.059% of the incident beam. This is 4.8% of the deficit. It is not absorption, and a wide detector may collect part of the scattered light. It grows as $\sigma^2$, so at 1 nm it would be about 0.66%, more than half of the deficit. The two limits do not bracket the loss at intermediate lateral scales. For a sinusoidal surface of rms height 0.3 nm, with its period along the beam, the long-wave formula needs periods above $4\pi/(k\theta^2)\approx310$ µm, where both first diffracted orders propagate, and it holds to 6% at 500 µm. The specular loss is 0.75 of the formula at a period of 250 µm and 1.8 times it at 25 µm, which is 8.4% of the deficit. At a period of 1 µm it is still 1.2% of the deficit.

Two other omissions are minor here. The first is incoherent scattering by single electrons. Even if every electron scattered as a free one, with the full Thomson cross-section, the coefficient for this process would be only 0.33% of $\mu$. For the other polarization, with the electric field in the plane of incidence, the full Fresnel formula changes the deficit by a relative amount of only $1.5\times10^{-5}$.

In a measurement, geometry can imitate absorption. A mirror 100 mm long seen at 1 mrad intercepts a beam height of 0.1 mm, or 0.05 mm on either side of the centre. For a centred Gaussian beam with an rms height of 0.02 mm this is 2.5 standard deviations, and 1.24% of the beam misses the mirror. This is as large as the deficit itself. To find the deficit to 10% of its value, the reflected and incident intensities must be compared to about 0.12%, with the spill removed or corrected to better than that.

If these conditions are met, the slope of $1-R$ at small angles yields $\beta/\delta^{3/2}$, and the position of the critical edge supplies $\delta$. For this mirror the slope describes the outermost few nanometres. With the 2 nm oxide present, reading the deficit as that of bare silicon would make $\beta$ about 20% too small. The further figures for this example are collected in the numerical output.

## Computed values

```
photon energy                    8.0 keV
vacuum wavenumber k              40.542 1/nm
wavelength                       0.15498 nm
delta (rough)                    7.50e-06
beta (rough)                     1.75e-07
delta, free-electron estimate    7.533e-06
eta = beta/delta                 0.02333
critical angle                   3.8730 mrad
grazing angle                    1.000 mrad
x = theta/theta_c                0.25820
deficit, linear law              1.2049 %
deficit, square-root form        1.2472 %
deficit, with corrections        1.2374 %
deficit, wave equation           1.2390 %
absorbed fraction, integral      1.2390 %
reflectivity, wave equation      0.987610
relative term -eta*x             -0.602 %
relative term x^2/2              3.333 %
relative term -5 eta^2/8         -0.0340 %
deficit with beta=0 below 1e-8   True
remainder ratio on halving       15.88
surface intensity, numeric       0.26494
surface intensity, 4x^2          0.26667
evanescent intensity depth       3.184 nm
absorption length 1/mu           70.47 um
effective path 4x^2*depth/theta  849.2 nm
x: deficit exact / linear / square-root, in %
  0.10: 0.468 / 0.467 / 0.469
  0.50: 2.657 / 2.333 / 2.694
  0.80: 6.027 / 3.733 / 6.222
  0.95: 13.137 / 4.433 / 14.198
  1.00: 34.861 / 4.667 / diverges
total turn                       20.0 mrad
transmission, exponential law    0.8865
  20 bounces at 0.5 mrad: 0.8856
  10 bounces at 1.0 mrad: 0.8828
oxide: 2.0 nm, delta 7.1e-06, beta 9.0e-08
  deficit 0.9942 %, change -19.8 %
carbon: 1.0 nm, delta 4.0e-06, beta 6.0e-09
  deficit 1.0623 %, change -14.3 %
graded interface, rms width      0.3 nm
  deficit 1.2417 %, change +0.21 %
long-wave roughness, rms         0.3 nm
  specular loss by scattering    0.0592 %
  relative to the deficit        4.8 %
incoherent/absorption, at most   0.33 %
p against s deficit, relative    1.5e-05
mirror length, beam rms height   100 mm, 0.02 mm
beam spilled past the mirror     1.24 %
```
